# Why finite disordered cells need off-diagonal heat currents and level broadening, part 2

We seek the thermal conductivity \(\kappa\) of a harmonic solid, modelled by a periodic cell of volume \(V\) at temperature \(T\), with \(\beta=1/(k_BT)\). At Gamma every cell moves in the same way. The real modes used have nonzero, nondegenerate angular frequencies \(\omega_m\) and operators \(a_m\), \(a_m^\dagger\).

With mass-weighted coordinates \(x\) and velocities \(v\), the heat current along the chosen axis, integrated over the cell, is \(J=\tfrac12x^{\mathsf T}Av\). The matrix \(A\) is built from separations times dynamical-matrix elements. Its mode elements, the couplings, satisfy \(A_{mn}=-A_{nm}\), so \(A_{mm}=0\): only pairs of modes carry current. In quantum form,

\[
J=\sum_{m\ne n}S_{mn}a_m^\dagger a_n+\sum_{m<n}\left(T_{mn}a_ma_n+\text{h.c.}\right),
\]

\[
|S_{mn}|=\frac{\hbar|A_{mn}|(\omega_m+\omega_n)}{4\sqrt{\omega_m\omega_n}},\qquad
|T_{mn}|=\frac{\hbar|A_{mn}||\omega_m-\omega_n|}{4\sqrt{\omega_m\omega_n}} .
\]

The conductivity follows from the Kubo formula,

\[
\kappa=\frac1{VT}\int_0^\infty dt\,e^{-\eta t}\int_0^\beta d\lambda\,\langle J(-i\hbar\lambda)J(t)\rangle ,
\]

where \(O(-i\hbar\lambda)=e^{\lambda H}Oe^{-\lambda H}\), \(H\) is the Hamiltonian and the average is thermal. The rate \(\eta\), at which the current loses memory, is an added assumption, common to all pairs; the harmonic model does not predict it.

A test example is a ring of eight unit masses at unit spacing, treated as one cell. The clean ring has all springs 1 and a pinning stiffness 0.5 on each mass. Its degenerate modes combine into running waves, and \(J\) is conserved. The disordered ring has springs drawn between 0.4 and 1.6. In the numerical output, the ring's "slope at Gamma" is the frequency change per wave number from \(k=0\) to \(k=10^{-4}\), and its "kept current fraction" is the average of \(\langle J(0)J(t)\rangle\) over 1000 time units, divided by its initial value.

### Evaluating the correlation

Let \(n_m=1/(e^{\beta\hbar\omega_m}-1)\) and \(\Delta=\omega_m-\omega_n\). The term \(a_m^\dagger a_n\) in the first current has a nonzero thermal average only with \(a_n^\dagger a_m\) in the second, giving \(n_m(1+n_n)\). The \(\lambda\) integral is

\[
n_m(1+n_n)\frac{e^{\beta\hbar\Delta}-1}{\hbar\Delta}
=\frac{(1+n_m)n_n-n_m(1+n_n)}{\hbar\Delta}
=\frac{n_n-n_m}{\hbar\Delta},
\]

where \(n_me^{\beta\hbar\omega_m}=1+n_m\) and \((1+n_n)e^{-\beta\hbar\omega_n}=n_n\). The terms \((m,n)\) and \((n,m)\) have opposite time phases and equal weights, so their sum contains \(\cos\Delta t\), with

\[
\int_0^\infty e^{-\eta t}\cos\Delta t\,dt=\frac{\eta}{\eta^2+\Delta^2}.
\]

The resonant conductivity is therefore

\[
\kappa_{\rm res}=\frac1{VT}\sum_{m\ne n}|S_{mn}|^2\,
\frac{n_n-n_m}{\hbar(\omega_m-\omega_n)}\,
\frac{\eta}{\eta^2+(\omega_m-\omega_n)^2}.
\]

For the pair terms let \(\Omega=\omega_m+\omega_n\). One operator order gives \((1+n_m)(1+n_n)(1-e^{-\beta\hbar\Omega})/(\hbar\Omega)\), which equals \((1+n_m+n_n)/(\hbar\Omega)\). The other order gives the same, so

\[
\kappa_{\rm pair}=\frac2{VT}\sum_{m<n}|T_{mn}|^2\,
\frac{1+n_m+n_n}{\hbar\Omega}\,\frac{\eta}{\eta^2+\Omega^2}.
\]

Two cases test the sum of these expressions. For two modes with \(\hbar=1\), frequencies 1 and 1.3, \(A_{12}=0.7\), \(k_BT=0.8\) and \(\eta=0.2\), a trace over 30 levels of each oscillator agrees with the formula to a ratio of 1.000000000. In the classical limit, direct propagation of the disordered ring with \(\eta=0.1\) gives a ratio of 1.0000001 to the mode sum.

### Why the width cannot be removed first

Hold the cell fixed. Every \(\Delta\) with \(m\ne n\) is nonzero, so for \(\eta\) far below the smallest coupled gap

\[
\frac{\eta}{\eta^2+\Delta^2}\simeq\frac{\eta}{\Delta^2}.
\]

The conductivity is then proportional to \(\eta\) and tends to zero. It also vanishes at any \(\eta\) if all the \(A_{mn}\) vanish. Both ingredients are needed: off-diagonal elements provide a current, and a width lets oscillations at slightly different frequencies leave a net transport.

If two coupled modes had equal frequencies, the time factor would be \(1/\eta\) and would diverge. That is the running-wave case of the clean ring. The strict harmonic zero thus refers to a fixed, nondegenerate cell at Gamma.

For a diffusive solid the size is taken to infinity first. The level gaps then close, and the Lorentzian of half width \(\eta\) tends to \(\pi\delta(\omega_m-\omega_n)\) when \(\eta\) is afterwards reduced. For modes at a fixed nonzero frequency, the continuous spectrum takes over the work of the added width. The sum over all modes need not stay finite. In three dimensions long sound waves are scattered by disorder at a rate \(a\omega^4\), and their contribution \(\int\omega^2\,d\omega/(\eta+a\omega^4)\) grows as \(\eta^{-1/4}\). For these waves anharmonic damping or a boundary must remain. In a finite cell one looks for values of \(\eta\) larger than the gaps but smaller than the frequency range over which the couplings change. The existence of such a range has to be seen in the results.

### Mode diffusivity

When \(\hbar\omega\ll k_BT\), \(n_m\simeq k_BT/(\hbar\omega_m)\), and

\[
\frac{n_n-n_m}{\hbar(\omega_m-\omega_n)}
\simeq\frac{k_BT}{\hbar^2}\,\frac{1/\omega_n-1/\omega_m}{\omega_m-\omega_n}
=\frac{k_BT}{\hbar^2\omega_m\omega_n}.
\]

This suggests the definition

\[
D_m=\sum_{n\ne m}\frac{|S_{mn}|^2}{\hbar^2\omega_m\omega_n}\,
\frac{\eta}{\eta^2+(\omega_m-\omega_n)^2},
\]

so that classically \(\kappa_{\rm res}=(k_B/V)\sum_mD_m\). Each mode stores heat \(k_B\) per kelvin and spreads it with diffusivity \(D_m\).

At lower temperature the heat capacity is \(C_m=\hbar\omega_m\,\partial n_m/\partial T\). Since \(n\) depends on \(\omega/T\) alone, \(\omega\,\partial n/\partial\omega=-T\,\partial n/\partial T\). For nearly equal frequencies,

\[
\frac{n_n-n_m}{\hbar(\omega_m-\omega_n)}\simeq-\frac1\hbar\frac{\partial n}{\partial\omega}
=\frac{T}{\hbar\omega}\frac{\partial n}{\partial T}=\frac{TC_m}{(\hbar\omega_m)^2}.
\]

Consequently

\[
\kappa\simeq\frac1V\sum_mC_mD_m,\qquad
D_m\to\frac{\pi}{\hbar^2\omega_m^2}\sum_{n\ne m}|S_{mn}|^2\delta(\omega_m-\omega_n)
\]

for a continuous spectrum. This is the Allen–Feldman diffusivity. Near resonance \(|S_{mn}|/(\hbar\omega_m)\simeq|A_{mn}|/(2\omega_m)\), a velocity, so \(D_m\) is a squared velocity times a time.

### A germanium-like network

The example has 512 atoms of mass 72.6 u in a cube of side 2.264 nm. The neighbour connections are those of the diamond structure with lattice length 0.566 nm. Positions are displaced at random with standard deviation 0.015 nm along each axis, which gives a bond-angle spread of 7.6 degrees. The potential energy is

\[
U=\frac12\sum_bK_b\left(\frac{\mathbf r_b\cdot\boldsymbol\delta_b}{d}\right)^2
+\frac12\sum_aB\left(\frac{\mathbf r_1\cdot\boldsymbol\delta_2+\mathbf r_2\cdot\boldsymbol\delta_1}{d}\right)^2 ,
\]

where \(b\) runs over bonds, \(a\) over angles, \(\boldsymbol\delta\) is the full relative displacement vector of the two atoms joined by the bond vector \(\mathbf r\), and \(d\) is the undisturbed bond length. The displaced positions are free of stress by construction. The mean \(K_b\) is 110 N/m with a uniform spread of 50 percent either way, and \(B=8\) N/m. These are rough values for germanium. The temperature is 300 K. The squared elements \(|A_{mn}|^2\), which do not depend on temperature, are averaged over the three axes.

Removing three translations from \(3\times512=1536\) modes leaves 1533, between 1.43 and 11.24 THz. The mean gap is 0.0064 THz and the smallest is \(7.5\times10^{-5}\) THz. The largest diagonal element, relative to the root-mean-square coupling, is \(4\times10^{-14}\), which is numerical rounding.

With the same cell and temperature, the resonant conductivity depends on the half width as follows.

| \(\eta/2\pi\) (THz) | \(\kappa_{\rm res}\) (W/(m K)) |
|---|---|
| \(10^{-8}\) | 0.000127 |
| \(10^{-6}\) | 0.0127 |
| \(10^{-4}\) | 1.01 |
| 0.005 | 3.96 |
| 0.01 | 3.78 |
| 0.05 | 2.27 |
| 0.1 | 1.60 |
| 0.5 | 0.64 |

The first two rows show the linear law: a hundredfold increase of width raises the conductivity a hundredfold. The law bends near \(10^{-4}\) THz, where the width reaches the gaps of the few close pairs that set the linear coefficient: three pairs with gaps between \(7.5\times10^{-5}\) and \(3.0\times10^{-4}\) THz supply 58 percent of it. The small-width rows are therefore specific to this sample; another 512-atom sample gives 0.0047 instead of 0.0127 at \(10^{-6}\) THz. Among the computed widths, the largest conductivity occurs at 0.005 THz, close to the mean gap.

There is no broad plateau. From 0.01 to 0.05 THz the conductivity falls by 40 percent relative to the first value. The formula says what this means. Collect the couplings and thermal factors into a nonnegative weight \(F(\Delta)\), so that

\[
\kappa_{\rm res}=\int d\Delta\,F(\Delta)\frac{\eta}{\eta^2+\Delta^2}.
\]

A smooth, flat \(F\) would give \(\pi F\), independent of \(\eta\). The fall shows that the weight is concentrated at small frequency differences. This cell therefore does not determine a width-independent harmonic conductivity.

### Reading one width

Take \(\eta/2\pi=0.05\) THz, about eight mean gaps. The mean gap does not describe the low-frequency modes: only 30 lie below 2 THz, and below 3 THz they form narrow groups separated by gaps of up to 0.5 THz. The width does not bridge these gaps, and the modes below 3 THz carry almost half of the conductivity. The Kubo sum gives 2.269 W/(m K), and \(\sum_mC_mD_m/V\) also gives 2.269 W/(m K). Classical statistics give 2.33 W/(m K), so quantum statistics lower the result by 2.7 percent of the classical value. The pair terms add \(1.1\times10^{-4}\) W/(m K), which is negligible here.

The classical result can be turned into an average diffusivity. The volume is \(2.264^3=11.60\) nm\(^3\), and

\[
\overline D=\frac{\kappa V}{1533\,k_B}
=\frac{2.33\times1.160\times10^{-26}}{1533\times1.381\times10^{-23}}\ \frac{\mathrm{m^2}}{\mathrm s}
=1.28\ \frac{\mathrm{mm^2}}{\mathrm s}.
\]

The average hides a strong variation: 5.8 mm²/s between 1 and 3 THz, 1.7 between 3 and 6 THz, and 0.14 between 6 and 9 THz.

For the lowest window, a kinetic estimate \(D=v\ell/3\) with the slower sound speed along a cube axis, 3.29 km/s, gives

\[
\ell\simeq\frac{3\times5.8\times10^{-6}}{3290}\ \mathrm m\simeq5.3\ \mathrm{nm},
\]

more than twice the cell side. This length is set in large part by the chosen width: the damping alone limits the path to \(v/\eta=10.5\) nm, and the estimate moves from 11 nm at 0.01 THz to 0.85 nm at 0.5 THz, where \(v/\eta=1.0\) nm. The sound speed is also a rough choice at these frequencies. It serves as a warning that the cell may be too small for these waves.

### Neglected effects and the real material

Two 216-atom samples at the same width give 2.18 and 2.12 W/(m K), 4 and 6 percent below the larger cell. Another 512-atom sample gives 2.32 W/(m K), so the value 2.27 moves by about 2 percent between samples. So few samples do not separate size dependence from random variation with confidence. This agreement at a fixed width also does not remove the dependence on width.

Waves below the lowest cell mode are missing. For a branch of speed \(v\), the number of modes per volume below \(\omega_1\) is \((\omega_1/v)^3/(6\pi^2)\). If a 20 nm film limits the free path to \(L=20\) nm, their classical contribution is roughly

\[
\kappa_{\rm long}\simeq\sum_{\rm branches}k_B\frac{(\omega_1/v)^3}{6\pi^2}\,\frac{vL}{3}.
\]

The speeds along a cube axis, 3.29, 3.29 and 4.58 km/s, give 0.26 W/(m K), or 11 percent of the value at the chosen width. These speeds are taken from a 216-atom sample, and their variation with direction is ignored; the slower transverse waves along the face and body diagonals, 2.66 and 2.88 km/s, would raise the estimate to about 0.30 W/(m K). It is a measure of size and not a correction to add, since the discrete cell modes partly stand in for these waves.

Amorphous germanium has a thermal conductivity of roughly 0.5 W/(m K), so the model value of 2.27 W/(m K) is more than four times larger. The mass, bond length and sound speeds are in the range of germanium, but the highest frequency, 11.2 THz, lies above the rough 9 THz top of the crystal spectrum. The model also keeps diamond connectivity, whereas an amorphous film has a disordered bond network, and may have voids and impurities. How much of the excess comes from connectivity has not been computed. Real vibrations are anharmonic and have different decay rates. Doubling the common width to 0.1 THz lowers the result to 1.60 W/(m K), a change of 30 percent; reducing it to 0.02 THz raises it to 3.23 W/(m K). Choosing a width to match a measured conductivity would hide these structural differences.

Electrons matter little under the stated conditions. For a rough electrical conductivity \(\sigma=1\) S/m, the Wiedemann–Franz estimate is

\[
\kappa_{\rm el}=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2\sigma T
\simeq7\times10^{-6}\ \mathrm{W/(m\,K)}.
\]

Its numerical prefactor assumes degenerate carriers and elastic scattering, so for a poorly conducting film it gives a scale only. The remaining widths and intermediate values are in the numerical output.

## Numbers as computed

```
ring, disordered: kept current fraction 0.0084
ring, clean: kept current fraction 1.0000
ring, disordered: largest slope at Gamma 0.00072
ring, clean: largest slope at Gamma 0.6786
ring: time-domain / mode-sum Kubo 1.0000001
two modes: Fock trace / formula 1.000000000
atoms in cell 512, nonzero modes 1533
atomic mass 72.6 u
lattice length 0.566 nm, cell 2.264 nm
stretch, angle stiffness 110, 8 N/m
bond spring spread +-50 %
position jitter 0.015 nm per axis
bond-angle rms spread 7.6 degrees
temperature 300 K
lowest, highest mode 1.426, 11.236 THz
mean level gap 0.00640 THz
smallest level gap 7.48e-05 THz
largest diagonal / rms coupling 4.2e-14
half width eta/2pi (THz), resonant kappa (W/(m K)):
  1e-08  0.0001266
  1e-06  0.01266
  1e-04  1.012
  1e-03  3.03
  5e-03  3.964
  1e-02  3.776
  2e-02  3.232
  5e-02  2.269
  1e-01  1.596
  2e-01  1.078
  5e-01  0.6426
working half width 0.05 THz
kappa, Kubo resonant 2.2692 W/(m K)
kappa, sum of C_m D_m 2.2691 W/(m K)
kappa, classical statistics 2.3315 W/(m K)
kappa, pair terms 1.14e-04 W/(m K)
mean diffusivity 1-3 THz 5.8012 mm^2/s
mean diffusivity 3-6 THz 1.6623 mm^2/s
mean diffusivity 6-9 THz 0.1435 mm^2/s
216-atom samples, kappa 2.1827, 2.1226 W/(m K)
sound speeds 3287, 3290, 4577 m/s
film thickness for long waves 20 nm
missing long waves, capped estimate 0.260 W/(m K)
rough electrical conductivity 1 S/m
electronic heat conductivity 7.3e-06 W/(m K)
```
